\section*{Two Matsubara sums for the Eliashberg condensation energy: equivalence and convergence, part 2}

The Eliashberg condensation free energy $\Delta F=F_S-F_N$ is given by two Matsubara sums, Wada ($W$) and Bardeen-Stephen ($B$), with equal totals but different convergence. The band is flat, wide and particle-hole symmetric, with energy $\xi$ and density of states $N_0$ per spin and cell; both phases share the normal-state phonons. The algebra uses atomic units with $k_B=1$, $\omega_n=\pi T(2n+1)$ and $\nu_l=2\pi Tl$; sums run over all integers unless restricted.

In the superconducting ($S$) and normal ($N$) phases $\tilde\omega=Z\omega$. With gap $\Delta$, $E=(\omega^2+\Delta^2)^{1/2}$, $s=\cos\vartheta=\omega/E$, $c=\sin\vartheta=\Delta/E$; the gap equation is $\phi=Z\Delta$. Also $\sigma_n=\mathrm{sgn}\,\omega_n$, $\delta s=s-\sigma$ and $\delta\tilde\omega_n=\tilde\omega^S_n-\tilde\omega^N_n=\pi T\sum_m\lambda(n-m)\delta s_m$. The phonon kernel is $\lambda(l)=2\int d\Omega'\,\Omega'\alpha^2F(\Omega')/(\Omega'^2+\nu_l^2)$, or $\lambda\Omega^2/(\Omega^2+\nu_l^2)$ for one Einstein mode; $K=\pi T\sum_l\lambda(l)$. Coulomb repulsion $\mu^*$ enters through $V_{nm}=\lambda(n-m)-\mu^*\theta_n\theta_m$, $\theta_n=\theta(\omega_c-|\omega_n|)$.

Apart from the phonon term, the functional is
\begin{equation}
\frac{F}{N_0}=-2\pi T\sum_n\omega_ns_n-(\pi T)^2\sum_{nm}\big[\lambda(n-m)s_ns_m+V_{nm}c_nc_m\big]
\label{F}
\end{equation}
with self-energy equations
\begin{equation}
\tilde\omega_n=\omega_n+\pi T\sum_m\lambda(n-m)s_m,\qquad \phi_n=\pi T\sum_mV_{nm}c_m .
\label{eli}
\end{equation}
In the normal state, for $n\ge0$,
\begin{equation}
\tilde\omega^N_n=\omega_n+\pi T\sum_{l=-n}^{n}\lambda(l).
\label{zn}
\end{equation}

The first derivation uses (\ref{eli}) in each phase:
\begin{equation}
\frac{\Delta F}{N_0}=-\pi T\sum_nW_n,\qquad W=\frac{\omega^2}{E}-|\omega|+Z^SE-Z^N|\omega| .
\end{equation}
Subtracting $X_n=\pi T\sum_m\lambda(n-m)\big[\sigma_ns_m-s_n\sigma_m\big]$, whose sum vanishes by antisymmetry, gives
\begin{equation}
\frac{\Delta F}{N_0}=-\pi T\sum_nB_n,\qquad B=(E-|\omega|)\Big(Z^S-Z^N\frac{|\omega|}E\Big).
\label{bs}
\end{equation}

The second derivation inserts
\begin{equation}
s_ns_m-\sigma_n\sigma_m=\sigma_n\delta s_m+\delta s_n\sigma_m+\delta s_n\delta s_m .
\label{split}
\end{equation}
For any trial angles,
\begin{equation}
\frac{\Delta F[\vartheta]}{N_0}=-2\pi T\sum_n\tilde\omega^N_n\delta s_n-(\pi T)^2\sum_{nm}\big[\lambda(n-m)\delta s_n\delta s_m+V_{nm}c_nc_m\big].
\label{dF}
\end{equation}
On shell, with summand $B_n$,
\begin{equation}
\frac{\Delta F}{N_0}=-\pi T\sum_n\big[2\tilde\omega^N\delta s+\delta\tilde\omega\,\delta s+\phi c\big].
\label{quad}
\end{equation}

The example has $\Omega=0.01$ eV, $\lambda=1$, $\mu^*=0$, $T=4.0\times10^{-4}$ eV, $N_0=0.3$ per eV, spin and cell, and $\Delta F/N_0=-3.933\times10^{-6}$ eV$^2$. Relative accuracy $10^{-4}$ takes 8 positive frequencies for Bardeen-Stephen and 460 for Wada. In the printout, LW is the Luttinger-Ward functional, Phi its Migdal diagram, and y measures the phonon self-energy change that causes the feedback shift of $\Delta F/N_0$.

\section{What each derivation assumes}

Both rest on (\ref{F}), on one symmetric kernel for both phases, and on absolute convergence. They use the symmetry at different places. The term $\sigma_n\delta s_m$ of (\ref{split}) is booked at frequency $n$ in the Wada form, where it is the change of the self-energy at $\omega_n$ caused by pairing at any $\omega_m$. The Bardeen-Stephen form books it at frequency $m$, where the pairing is.

The first derivation imposes the gap equation at the outset and says nothing off shell. It yields both forms and the link $W-B=X$, and it shows the condition for their equality: $Z^S$ and $Z^N$ must be built from the same kernel on the same index set, otherwise $X$ is not antisymmetric. On one finite symmetric grid, $\sum X=0$ holds exactly and the forms are identical in total, though not term by term. The second derivation needs the normal solution first and the gap equation last. It never produces $W$, but it gives the stationary functional (\ref{dF}), which remains valid when only a subset of angles is allowed to tilt, and it shows that $B$ is then still its on-shell value.

\section{Decay of the summands for $\mu^*=0$}

Let $\omega=\omega_n\gg\Omega$ but far below the bandwidth; beyond it the flat-band laws do not apply. At large $\nu$, $\lambda\to M/\nu^2$ with $M=2\int d\Omega'\,\Omega'\alpha^2F$, equal to $\lambda\Omega^2$ here. A convolution at $\omega_n$ has two sources: low frequencies, where the function is large and
\begin{equation}
\lambda(n-m)\approx\frac{M}{(\omega-\omega_m)^2}=\frac M{\omega^2}\Big(1+\frac{2\omega_m}\omega+\frac{3\omega_m^2}{\omega^2}+\frac{4\omega_m^3}{\omega^3}+\dots\Big),
\label{exp}
\end{equation}
and $m$ near $n$, where the kernel is large and contributes $K$ times the local value.

Since $c$ is even, the first term of (\ref{exp}) survives: $\phi\approx C/\omega^2+K\Delta/\omega$ with $C=2\pi TM\sum_{m\ge0}c_m$. With $Z\approx1+K/\omega$ the gap equation reads $\Delta+K\Delta/\omega=C/\omega^2+K\Delta/\omega$, so $\Delta\to C/\omega^2$. The third term of (\ref{exp}) involves $\sum\omega_m^2c_m\sim\sum C/\omega_m$, so the relative correction is of order $\omega^{-2}\ln\omega$. It follows that $E-\omega\approx C^2/2\omega^5$ and $\delta s\approx-C^2/2\omega^6$.

Since $\delta s$ is odd, the first term of (\ref{exp}) cancels and the second survives:
\begin{equation}
\delta\tilde\omega\approx\frac D{\omega^3}+K\delta s,\qquad D=4\pi TM\sum_{m\ge0}\omega_m\delta s_m<0 .
\end{equation}
Using $\omega\,\delta s=-s(E-\omega)$ and $Z^S=Z^N+\delta\tilde\omega/\omega$, the summands are, exactly,
\begin{equation}
W=(E-\omega)(Z^S-s)+\delta\tilde\omega,\qquad B=(E-\omega)\Big[\frac{\delta\tilde\omega}\omega+Z^N\frac{E-\omega}E\Big].
\label{stable}
\end{equation}
In $W$ the first term is of order $\omega^{-6}$ and $\delta\tilde\omega$ stands alone. In $B$ it is multiplied by $(E-\omega)/\omega$, and the second term in the bracket, $C^2/2\omega^6$, is smaller than $D/\omega^4$. Therefore
\begin{equation}
W\to\frac D{\omega^3},\qquad B\to\frac{C^2D}{2\omega^9}.
\end{equation}
In (\ref{quad}) the pieces $2\tilde\omega^N\delta s\approx-C^2/\omega^5$ and $\phi c\approx C^2/\omega^5$ decay more slowly; the $\omega^{-9}$ law needs their cancellation through the gap equation. Both tails are negative, so sums cut in this asymptotic range overestimate the condensation energy.

Keep $n=0,\dots,M_{\rm cut}-1$ in $-2\pi T\sum_{n\ge0}$ and set $\omega_M=2\pi TM_{\rm cut}$. The omitted $\omega_n$ are midpoints of intervals of width $2\pi T$ that start at $\omega_M$, so partial minus full sum is $\int_{\omega_M}^\infty$ of the summand:
\begin{equation}
\epsilon_W=\frac{D}{2\omega_M^2},\qquad \epsilon_B=\frac{C^2D}{16\,\omega_M^8}.
\end{equation}

\section{Worked example}

The parameters are round model values: those of the opening, $M=1.000\times10^{-4}$ eV$^2$, $2\pi T=2.51327\times10^{-3}$ eV, cell volume $30$ \AA$^3$. The linearized gap equation gives $T_c=1.146\times10^{-3}$ eV ($13.30$ K), so $T/T_c=0.349$. With 1200 positive frequencies and the exact (\ref{zn}), $\Delta_0=2.355\times10^{-3}$ eV, $Z^S_0=1.935$, $C=6.5024\times10^{-7}$ eV$^3$, $D=-1.04856\times10^{-9}$ eV$^4$. Then $\Delta F=0.3\times(-3.933\times10^{-6})=-1.180\times10^{-6}$ eV per cell, and $B_c=(2\mu_0|\Delta F|/\text{volume})^{1/2}=0.126$ T. The program and its output follow this text.

At $\omega=1.0066$ eV the ratios of value to law are $1.0012$ for $\Delta$, $1.0000$ for $W$ and $1.0021$ for $B$; the logarithmic slopes between $n=200$ and $400$ are $-9.007$ and $-3.000$. The errors of the cut sums, divided by $|\Delta F/N_0|$, are:
\begin{center}
\begin{tabular}{cccc}
$M_{\rm cut}$ & $\omega_M$ (eV) & Bardeen-Stephen & Wada\\
8 & 0.0201 & $-6.69\times10^{-5}$ & $-2.67\times10^{-1}$\\
20 & 0.0503 & $-1.66\times10^{-7}$ & $-5.22\times10^{-2}$\\
40 & 0.1005 & $-7.06\times10^{-10}$ & $-1.32\times10^{-2}$\\
80 & 0.2011 & $-2.70\times10^{-12}$ & $-3.30\times10^{-3}$
\end{tabular}
\end{center}
For the last row, $\epsilon_W=-1.04856\times10^{-9}/(2\times0.2011^2)=-1.30\times10^{-8}$ eV$^2$, a fraction $-3.30\times10^{-3}$. With $C^2=4.228\times10^{-13}$ eV$^6$ and $0.2011^8=2.67\times10^{-6}$, $\epsilon_B=-1.04\times10^{-17}$ eV$^2$, a fraction $-2.6\times10^{-12}$. Doubling the cut from 40 to 80 reduces the errors by $262$ and $4.0$, against $2^8=256$ and $2^2=4$. The Wada count of the opening follows from $|\epsilon_W|=10^{-4}|\Delta F/N_0|$: $\omega_M^2=1.04856\times10^{-9}/(2\times3.933\times10^{-10})=1.333$ eV$^2$, $\omega_M=1.1546$ eV, $M_{\rm cut}=459.4$, hence 460. This count belongs to the infinitely wide band. A single flat band with $N_0=0.3$ per eV would be $1/N_0=3.3$ eV wide, and with half width $1.67$ eV the integral $\int d\xi/(\xi^2+\omega^2)$ at $\omega=1.155$ eV is only $(2/\pi)\arctan(1.67/1.155)=0.61$ of $\pi/\omega$, so the flat-band tail law would not hold out to that frequency. The 8 terms of the other sum end at $2\Omega$, before the asymptotic law applies, and are a computed number. Even at 1200 terms ($\omega_M=3.016$ eV) the Wada sum, $-3.93310553\times10^{-6}$ eV$^2$, lacks $-\epsilon_W=5.764\times10^{-11}$ eV$^2$; adding it gives $-3.93304789\times10^{-6}$ eV$^2$, the Bardeen-Stephen value.

\section{Cutting the equations}

The $\omega_M^{-8}$ law concerns the sum over a solution that is accurate beyond the cut. Solving (\ref{eli}) on a cut grid gives different laws, each to leading order in $\Omega/\omega_M$.

\emph{Exact $Z^N$, angles above the cut left normal.} By the second derivation $B$ gives the stationary value of (\ref{dF}) on the restricted set, and the error is the energy the omitted angles would have gained. For them $\delta s\approx-c^2/2$. The stiffness term gives $+2\pi T\sum\tilde\omega^Nc^2$ over $n\ge M_{\rm cut}$, the coupling to low frequencies (two cross terms, two signs of $\omega$) gives $-4\pi T\sum cC/\omega^2$, and the coupling among neighbours gives $-2\pi T\sum Kc^2$. With $\tilde\omega^N-K\approx\omega$ the total is $2\pi T\sum(\omega c^2-2cC/\omega^2)$, minimal at $c=C/\omega^3$ with value $-\int C^2\omega^{-5}d\omega$. The error is $+C^2/4\omega_M^4$. At $\omega_M=0.4021$ eV the law gives $4.04\times10^{-12}$ eV$^2$ and the computed error is $4.09\times10^{-12}$ eV$^2$, $1.0\times10^{-6}$ of $|\Delta F/N_0|$.

\emph{Both $Z$ from the grid $-M_{\rm cut}\le m<M_{\rm cut}$.} Now $W$ and $B$ sum to the same value. The grid omits $l\ge M_{\rm cut}-n$ with positive sign and $l\ge M_{\rm cut}+n+1$ with negative sign, so $\tilde\omega^N_n$ loses $\pi T\sum_{l=M_{\rm cut}-n}^{M_{\rm cut}+n}\lambda(l)\approx\omega_nM/\omega_M^2$. By stationarity only the explicit change of (\ref{dF}) counts: $+4\pi T\sum_{n\ge0}\omega\,\delta s\,M/\omega_M^2=D/\omega_M^2$. At the same cut, law and computed error are $-6.4845\times10^{-9}$ and $-6.4840\times10^{-9}$ eV$^2$. Bardeen-Stephen has no advantage in this scheme; at $M_{\rm cut}=40$ both forms overbind by $2.63\%$ of the converged value.

\emph{Grid $Z^S$ with exact $Z^N$.} The identity $\sum X=0$ fails. In $W$ the mismatch enters unweighted and adds $2\pi T\sum_n\pi T\sum_{l=M_{\rm cut}-n}^{M_{\rm cut}+n}\lambda(l)\approx\frac M2\int d\omega\,[(\omega_M-\omega)^{-1}-(\omega_M+\omega)^{-1}]$ to $\Delta F/N_0$, with the first term cut off at $\omega_M-\omega\sim\Omega$. This is of order $M\ln(\omega_M/\Omega)$ and grows with the cut. At $M_{\rm cut}=40$ the ratio to the converged value minus one is $-33.18$, so even the sign is wrong. In $B$ the mismatch $M/\omega_M^2$ of $Z^N$ is weighted by $-s(E-\omega)=\omega\,\delta s$ and adds $-D/2\omega_M^2$, leaving $D/2\omega_M^2$ in total. That estimate is an overbinding of $1.32\%$; the computed one is $1.29\%$.

\section{Coulomb repulsion}

For $\mu^*>0$ and $\Omega\ll\omega\ll\omega_c$, $\phi$ contains the constant $-\mu^*\pi T\sum_m\theta_mc_m$, and $\Delta$ tends to a negative plateau. Then $E-\omega\approx\Delta^2/2\omega$, $\delta s\approx-\Delta^2/2\omega^2$, and $\delta\tilde\omega\approx D(\omega)/\omega^3+K\delta s$, where $D(\omega)$ is summed up to $\omega$ because $\sum\omega\,\delta s$ drifts logarithmically. Frequencies comparable to $\omega$ add terms of order $M\Delta^2/\omega^3$, neglected against $D/\omega^3$. In both expressions (\ref{stable}) the local term $K\delta s$ cancels against the $K/\omega$ part of $Z$, which leaves
\begin{equation}
W\approx\frac{D(\omega)}{\omega^3},\qquad B\approx\frac{\Delta^4}{4\omega^3}+\frac{\Delta^2D(\omega)}{2\omega^5}.
\end{equation}
$W$ falls as $\omega^{-3}$ up to the slow drift of $D(\omega)$. $B$ does so only for $\omega\gg(2|D|)^{1/2}/|\Delta|$, where its first term dominates; there the advantage of $B$ is the prefactor $\Delta^4/4D$. With the plateau values below this scale is $0.075$ eV, several times $\Omega$. Since $|\Delta|$ has not yet reached the plateau there, $B$ changes sign somewhat higher, near $0.083$ eV; for $\Omega\ll\omega$ below that point the negative second term is the larger one. For $\mu^*=0.15$, $\omega_c=1.0$ eV, one finds $\Delta F/N_0=-1.100\times10^{-6}$ eV$^2$, $-3.30\times10^{-7}$ eV per cell, $B_c=0.0665$ T. At $\omega=0.5039$ eV, $\Delta=-4.137\times10^{-4}$ eV and $D(\omega)=-4.751\times10^{-10}$ eV$^4$. The computed $W$ is $0.995$ of $D(\omega)/\omega^3$. The computed $B$ is $0.978$ of $\Delta^4/4\omega^3$, and the second term accounts for this: $1+2D/\Delta^2\omega^2=1-0.022$. The prefactor ratio $7.32\times10^{-15}/(-4.751\times10^{-10})=-1.54\times10^{-5}$, times $0.978/0.995$, gives the computed $B/W=-1.51\times10^{-5}$.

The Bardeen-Stephen error changes sign, from $-8.48\times10^{-8}$ of $|\Delta F|$ at $M_{\rm cut}=20$ to $+2.00\times10^{-7}$ at 40, because the two terms of $B$ have opposite signs and the positive one decays more slowly. At $M_{\rm cut}=80$, with $\Delta$ and $D$ held at the values above, $\frac{\Delta^4}8(\omega_M^{-2}-\omega_c^{-2})+\Delta^2D/8\omega_M^4=(8.7-0.6)\times10^{-14}$ eV$^2$, a fraction $7.3\times10^{-8}$ against the computed $7.13\times10^{-8}$. The tail-corrected Wada value, $-1.09979105\times10^{-6}$ eV$^2$, differs from the Bardeen-Stephen value, $-1.09979099\times10^{-6}$ eV$^2$, by $-5.4\times10^{-14}$ eV$^2$ before rounding. The fourth term of (\ref{exp}) supplies most of this: the plateau makes $2\pi T\sum_{m\ge0}\omega_m^3\delta s_m\approx-\Delta^2\omega_c^2/4$, and the resulting $\omega^{-5}$ term of $W$ leaves $-M\Delta^2\omega_c^2/4\omega_M^4\approx-5\times10^{-14}$ eV$^2$ at $\omega_M=3.016$ eV. Accuracy $10^{-4}$ takes 6 Bardeen-Stephen terms and 596 Wada terms. The second count ends at $1.50$ eV and, like the 460 above and the choice $\omega_c=1.0$ eV, belongs to the infinitely wide band.

\section*{Calculated quantities}
\begin{verbatim}
Om = 0.01 eV, lambda = 1.0, M = 1.000e-04 eV^2
T = 4.0e-04 eV = 4.642 K, 2piT = 2.51327e-03 eV
N0 = 0.3 /(eV spin cell), cell volume = 30.0 A^3
Tc(mu*=0) = 1.1462e-03 eV = 13.30 K, T/Tc = 0.349
raw grid Mcut=40: LW = -4.03664925e-06 eV^2
  BS = -4.03664925e-06, Wada = -4.03664925e-06 eV^2
BCS Del=0.002 eV: Matsubara -1.5159215e-06, xi integral -1.5159215e-06 eV^2
dF/dln(lambda) = -1.441864e-05, Delta Phi/N0 = -1.441865e-05 eV^2
off-shell ratios (eps 1e-3 / 5e-4): functional 3.9996, BS 2.0004
phonon feedback: max y = 2.687e-03, N0*Om = 3.0e-03
  shift -1.3675e-08, predicted -1.3625e-08 eV^2, relative 3.462e-03
  shift at N0/2 = -6.8250e-09 eV^2
--- mu* = 0.0, N = 1200
Del_0 = 2.35507e-03 eV, ZS_0 = 1.93490, ZN_0 = 2.00000
dF/N0: BS -3.93304789e-06, Wada -3.93310553e-06 eV^2
Wada + tail = -3.93304789e-06 eV^2
dF = -1.1799e-06 eV/cell, Bc = 0.1258 T
D = -1.04856e-09 eV^4
Mcut=8 wM=0.0201 eV rel.err BS -6.69e-05 Wada -2.67e-01
Mcut=20 wM=0.0503 eV rel.err BS -1.66e-07 Wada -5.22e-02
Mcut=40 wM=0.1005 eV rel.err BS -7.06e-10 Wada -1.32e-02
Mcut=80 wM=0.2011 eV rel.err BS -2.70e-12 Wada -3.30e-03
terms for 1e-4 accuracy: BS 8, Wada 460
C = 6.50240e-07 eV^3
w=1.0066 eV value/law: Del 1.0012, W 1.0000, B 1.0021
log slopes n=200..400: B -9.007, W -3.000
sum-cut error/law at wM=0.5027 eV: BS 1.0055, Wada 0.9999
equations cut at wM=0.4021 eV (errors in eV^2):
  exact ZN: 4.0865e-12, law 4.0425e-12
  raw: -6.4840e-09, law -6.4845e-09
Mcut=40 rel.err: matched 2.634e-02; mismatched BS 1.288e-02, Wada -33.18
--- mu* = 0.15, wc = 1.0 eV, N = 1200
Del_0 = 1.42696e-03 eV, ZS_0 = 1.96742, ZN_0 = 2.00000
dF/N0: BS -1.09979099e-06, Wada -1.09981781e-06 eV^2
Wada + tail = -1.09979105e-06 eV^2
dF = -3.2994e-07 eV/cell, Bc = 0.0665 T
D = -4.86885e-10 eV^4
Mcut=8 wM=0.0201 eV rel.err BS -8.64e-06 Wada -4.10e-01
Mcut=20 wM=0.0503 eV rel.err BS -8.48e-08 Wada -7.66e-02
Mcut=40 wM=0.1005 eV rel.err BS 2.00e-07 Wada -2.01e-02
Mcut=80 wM=0.2011 eV rel.err BS 7.13e-08 Wada -5.22e-03
terms for 1e-4 accuracy: BS 6, Wada 596
w=0.5039 eV: Del = -4.1368e-04 eV, D(w) = -4.7508e-10 eV^4
value/law: B 0.978, W 0.995; B/W = -1.51e-05
\end{verbatim}
